# Pearson IV Implant Profiles from Four Moments, Derived Two Ways

## What scaling and reflection fix

Let $x$ be the depth below the surface of a target, $R_p$ the mean depth of the implanted ions and $y=x-R_p$. The density $f(y)$ is normalized to one on the whole line, and $\mu_n=\int y^n f\,dy$, so $\mu_0=1$ and $\mu_1=0$. The data are

$$\mu_2=\sigma^2,\qquad \mu_3=\gamma\sigma^3,\qquad \mu_4=\beta\sigma^4 ,$$

with skewness $\gamma$ and full kurtosis $\beta$, which is 3 for a Gaussian. The model is the Pearson equation

$$(b_0+b_1y+b_2y^2)\,f'=(y-a)\,f. \tag{1}$$

The only length in the data is $\sigma$. Since $f'$ has the dimension of $f$ divided by length, $a$ and $b_1$ must be $\sigma$ times functions of $\gamma$ and $\beta$, $b_0$ must be $\sigma^2$ times such a function, and $b_2$ is a pure number.

Reflection gives more. The mirrored density $h(y)=f(-y)$ has $h'(y)=-f'(-y)$. Writing (1) at $-y$ gives

$$(b_0-b_1y+b_2y^2)\,h'=(y+a)\,h .$$

Mirroring changes $\gamma$ to $-\gamma$ and leaves $\sigma$ and $\beta$ alone. If the data determine the coefficients uniquely, as shown below, then $a$ and $b_1$ are odd in $\gamma$, while $b_0$ and $b_2$ are even. What remains is to find the dimensionless functions. The algebra contains only lengths, so it reads the same in bohr (atomic units) and in angstrom.

## First derivation: coefficients first, profile second

**Moment relations.** Multiply (1) by $y^n$ and integrate. Assume for now that $y^5f\to0$ at both ends, so that the boundary terms vanish for $n\le3$. Integration by parts on the left gives

$$-\left[n b_0\mu_{n-1}+(n+1)b_1\mu_n+(n+2)b_2\mu_{n+1}\right]=\mu_{n+1}-a\mu_n. \tag{2}$$

For $n=0$ this is $-b_1=-a$, so $b_1=a$. For $n=1$ it is $-b_0-3b_2\sigma^2=\sigma^2$, so

$$b_0=-\sigma^2(1+3b_2).$$

For $n=2$ it is $-3a\sigma^2-4b_2\gamma\sigma^3=\gamma\sigma^3-a\sigma^2$, so

$$a=-\tfrac12\gamma\sigma(1+4b_2).$$

For $n=3$, collecting the terms in $a$ gives

$$-3b_0\sigma^2-3a\gamma\sigma^3=\beta\sigma^4(1+5b_2).$$

Insert $b_0$ and $a$, divide by $\sigma^4$ and multiply by 2:

$$6(1+3b_2)+3\gamma^2(1+4b_2)=2\beta(1+5b_2).$$

This is linear in $b_2$. With

$$D=2\beta-3\gamma^2-6,\qquad A=10\beta-12\gamma^2-18,$$

its solution is $b_2=-D/A$. Then $1+3b_2=(A-3D)/A=(4\beta-3\gamma^2)/A$ and $1+4b_2=(A-4D)/A=(2\beta+6)/A$. Hence

$$\boxed{\,b_1=a=-\frac{\gamma\sigma(\beta+3)}{A},\quad b_0=-\frac{\sigma^2(4\beta-3\gamma^2)}{A},\quad b_2=-\frac{D}{A}\,} \tag{3}$$

The parities and powers of $\sigma$ are those required above.

**When the profile is of type IV.** The quadratic in (1) has no real zero if $a^2<4b_0b_2$. With $g=\gamma^2$ this is

$$g(\beta+3)^2<4(4\beta-3g)(2\beta-3g-6), \tag{4}$$

or, expanded,

$$(32-g)\beta^2-(78g+96)\beta+36g^2+63g>0 .$$

One quarter of the discriminant is $(39g+48)^2-(32-g)(36g^2+63g)=36(g+4)^3$, so the roots are

$$\beta_\pm=\frac{39g+48\pm6(g+4)^{3/2}}{32-g},\qquad \beta_-=\frac{36g^2+63g}{39g+48+6(g+4)^{3/2}} .$$

The second form of $\beta_-$ follows from the product of the roots. Every density also obeys $\beta\ge1+g$, because the mean of $(y^2/\sigma^2-1-\gamma y/\sigma)^2$ is $\beta-1-g$. Since $(1+g)(39g+48)>36g^2+63g$, we have $\beta_-<1+g$, and the branch $\beta<\beta_-$ is excluded. For $g>32$ the inequality holds only between $\beta_+<0$ and $\beta_-$, and for $g=32$ only for $\beta<15$; both are excluded. Type IV therefore requires

$$\gamma^2<32,\qquad \beta>\beta_+ . \tag{5}$$

The symmetric member $\gamma=0$ is included here.

The assumed decay can now be checked. Since $4\beta-3g>0$, condition (4) forces $D>0$. Then $A=5D+3g+12>0$ and $-\tfrac15<b_2<0$. At large $|y|$, (1) gives $f'/f\to1/(b_2y)$, so $f$ falls as $|y|^{1/b_2}$, faster than $|y|^{-5}$.

**Integration.** Complete the square:

$$b_0+b_1y+b_2y^2=b_2\left[(y-\lambda)^2+\alpha^2\right],\quad \lambda=-\frac{b_1}{2b_2},\quad \alpha^2=\frac{b_0}{b_2}-\lambda^2 .$$

Split $y-a=(y-\lambda)+(\lambda-a)$. The first part integrates to a logarithm, the second to an arctangent:

$$\ln f=\frac1{2b_2}\ln\left[(y-\lambda)^2+\alpha^2\right]+\frac{\lambda-a}{b_2\alpha}\arctan\frac{y-\lambda}{\alpha}+\text{const}.$$

With $m=-1/(2b_2)$ and $\nu=2m(\lambda-a)/\alpha$ this becomes

$$\boxed{\,f=K\left[1+\left(\frac{y-\lambda}{\alpha}\right)^2\right]^{-m}\exp\left[-\nu\arctan\frac{y-\lambda}{\alpha}\right]\,} \tag{6}$$

For $b_1=a$ one has $\lambda=ma$ and $\nu=2m(m-1)a/\alpha$.

**Normalization.** Put $y=\lambda+\alpha\tan\theta$, so that $dy=\alpha\,d\theta/\cos^2\theta$. The integral needed is a case of

$$F(s,w)=\int_{-\pi/2}^{\pi/2}\cos^s\theta\,e^{iw\theta}\,d\theta .$$

For $s>0$ expand $(2\cos\theta)^s=e^{-is\theta}(1+e^{2i\theta})^s$ in the absolutely convergent binomial series. With $c=(w-s)/2$ each term integrates to $\sin\pi(c+k)/(c+k)$, so

$$2^sF=\sin(\pi c)\sum_{k\ge0}\binom sk\frac{(-1)^k}{c+k}.$$

For $w>s$ the sum is $\int_0^1t^{c-1}(1-t)^s\,dt=\Gamma(c)\Gamma(s+1)/\Gamma(c+s+1)$. Using $\Gamma(c)\sin\pi c=\pi/\Gamma(1-c)$,

$$F(s,w)=\frac{\pi\,\Gamma(s+1)}{2^s\,\Gamma\left(1+\frac{s+w}2\right)\Gamma\left(1+\frac{s-w}2\right)} . \tag{7}$$

Both sides are analytic for all complex $w$ and for $\mathrm{Re}\,s>-1$, so (7) holds there too. The condition $K\alpha F(2m-2,i\nu)=1$ gives

$$K=\frac{2^{2m-2}\,|\Gamma(m+i\nu/2)|^2}{\pi\alpha\,\Gamma(2m-1)} . \tag{8}$$

**Converse.** So far the coefficients are necessary. To see that (6) has the prescribed moments, apply (2) to it with $b_1=a$. For $n=0$ it gives $(1+2b_2)\mu_1=0$, hence $\mu_1=0$. The next three relations then determine $\mu_2,\mu_3,\mu_4$ in turn, after division by $1+3b_2$, $1+4b_2$ and $1+5b_2$, all positive. The prescribed values satisfy the same relations, so they are the moments of $f$.

## Second derivation: profile first, moments second

Now take (6) with $m,\lambda,\alpha,\nu$ free, as the integral of (1) for an unknown quadratic without real zeros, and compute its moments directly. Let $t=(y-\lambda)/\alpha=\tan\theta$, $r=2m-2$ and $z=r-i\nu$. Because $1+it=e^{i\theta}/\cos\theta$,

$$\langle(1+it)^n\rangle=\frac{F(r-n,\;n+i\nu)}{F(r,\;i\nu)}=\prod_{j=1}^{n}\frac{z+2-2j}{r+1-j}. \tag{9}$$

The product follows from (7): $s+w$ is the same above and below, so one gamma function cancels, and the others differ by integer shifts. The moment exists for $n<r+1=2m-1$; four moments need $r>3$.

The mean is $\langle1+it\rangle=z/r$, so $\langle t\rangle=-\nu/r$. Let $\delta=i(t-\langle t\rangle)$ and note that $z-2r=-\bar z$. From (9),

$$\langle\delta^2\rangle=\frac{z(z-2)}{r(r-1)}-\frac{z^2}{r^2}=\frac{z(z-2r)}{r^2(r-1)}=-\frac{|z|^2}{r^2(r-1)} .$$

For the third moment, $\langle\delta^3\rangle=\langle u^3\rangle-3\langle u\rangle\langle u^2\rangle+2\langle u\rangle^3$ with $u=1+it$. Over a common denominator the numerator is

$$z\left[r^2(z-2)(z-4)-3r(r-2)z(z-2)+2(r-1)(r-2)z^2\right]=4z(z-r)(z-2r)=4i\nu|z|^2 ,$$

and the denominator is $r^3(r-1)(r-2)$. The fourth moment is $\langle u^4\rangle-4\langle u\rangle\langle u^3\rangle+6\langle u\rangle^2\langle u^2\rangle-3\langle u\rangle^4$. Over $r^4(r-1)(r-2)(r-3)$ its numerator is

$$z\left[3(r+6)z^3-12r(r+6)z^2+12r^2(r+8)z-48r^3\right]$$
$$=z(z-2r)\left[3(r+6)z(z-2r)+24r^2\right]=3|z|^2\left[(r+6)|z|^2-8r^2\right].$$

Since $\delta^2,\delta^3,\delta^4$ carry factors $-1,-i,+1$,

$$\sigma^2=\frac{\alpha^2|z|^2}{r^2(r-1)},\quad \gamma=-\frac{4\nu\sqrt{r-1}}{(r-2)|z|},\quad \beta=\frac{3(r-1)\left[r+6-8r^2/|z|^2\right]}{(r-2)(r-3)} . \tag{10}$$

Positive $\nu$ thus means negative skewness.

To invert, use $|z|^2=r^2+\nu^2$ in the expression for $\gamma^2$:

$$\frac{r^2}{|z|^2}=1-\frac{\gamma^2(r-2)^2}{16(r-1)} .$$

Inserting this in $\beta$ and cancelling $r-2$ leaves $\beta(r-3)=3(r-1)+\tfrac32\gamma^2(r-2)$, so

$$r=\frac{6(\beta-\gamma^2-1)}{D} . \tag{11}$$

With $S=16(r-1)-\gamma^2(r-2)^2$, the remaining constants follow from (10) and from zero mean, $\lambda=\alpha\nu/r$:

$$\alpha=\frac{\sigma}{4}\sqrt S,\qquad \nu=-\frac{r(r-2)\gamma}{\sqrt S},\qquad \lambda=-\frac{\gamma\sigma(r-2)}4 . \tag{12}$$

The coefficients of (1) are recovered by reversing the definitions. From (11), $r+2=A/D$, $r-2=(2\beta+6)/D$ and $r-1=(4\beta-3\gamma^2)/D$. Therefore $b_2=-1/(r+2)=-D/A$. Also $b_1=\lambda/m$, and $a=\lambda-\alpha\nu/(2m)=\lambda(1-r/2m)=\lambda/m$, which equals $-\gamma\sigma(\beta+3)/A$. Finally $\lambda^2+\alpha^2=\sigma^2(r-1)$ gives $b_0=-\sigma^2(r-1)/(r+2)$. These are (3), and $S>0$ is (4).

## Shape and limits

In type IV the quadratic is negative everywhere, so $f$ rises for $y<a$ and falls for $y>a$. The single peak lies at $x=R_p+a$: deeper than the mean for $\gamma<0$, shallower for $\gamma>0$.

For $\gamma=0$, $a=\lambda=\nu=0$ and

$$f=K\left(1+\frac{y^2}{\alpha^2}\right)^{-m},\quad m=\frac{5\beta-9}{2(\beta-3)},\quad \alpha^2=\frac{2\beta\sigma^2}{\beta-3}.$$

As $\beta\to3$ both constants diverge, but $m/\alpha^2\to1/(2\sigma^2)$, and $f$ becomes Gaussian.

At the other edge, $\beta\to\beta_+$ with $\gamma<0$, one has $\alpha\to0$ and $\nu\to\infty$ while $\alpha\nu=r\lambda$ stays finite. The arctangent then suppresses the side $y>\lambda$, leaving

$$f\propto(\lambda-y)^{-2m}\exp\left[-\frac{r\lambda}{\lambda-y}\right],\qquad y<\lambda .$$

The profile acquires a deepest reachable point $R_p+\lambda$. Below $\beta_+$ condition (4) fails and (6) no longer applies; another Pearson type is needed.

## A worked profile

Take round model parameters: $R_p=1500$ Å, $\sigma=300$ Å, $\gamma=-0.5$, $\beta=4$ and a whole-line dose $\Phi=0.1$ Å$^{-2}$, with concentration $N(x)=\Phi f(x-R_p)$. The threshold is $\beta_+=3.475$, so the profile is of type IV. Here $D=8-0.75-6=1.25$ and $A=40-3-18=19$, hence

$$a=\frac{0.5\cdot300\cdot7}{19}=55.26\text{ Å},\quad b_0=-\frac{300^2\cdot15.25}{19}=-72237\text{ Å}^2,\quad b_2=-0.06579 .$$

The first route gives $m=19/2.5=7.6$ and $\lambda=7.6\cdot55.26=420$ Å. The second gives $r=6\cdot2.75/1.25=13.2$ and $S=195.2-31.36=163.84$, so $\alpha=75\cdot12.8=960$ Å and $\nu=13.2\cdot11.2\cdot0.5/12.8=5.775$.

The peak is at 1555 Å with $N=1.434\times10^{-4}$ Å$^{-3}$, or $1.434\times10^{20}$ cm$^{-3}$. This is 7.9% above the peak of the Gaussian with equal dose, mean and variance.

| Depth (Å) | Pearson IV (Å$^{-3}$) | Pearson/Gaussian |
|---|---|---|
| 300 | $6.94\times10^{-7}$ | 15.6 |
| 900 | $1.75\times10^{-5}$ | 0.97 |
| 1500 | $1.40\times10^{-4}$ | 1.06 |
| 2400 | $6.19\times10^{-7}$ | 0.42 |
| 2700 | $2.03\times10^{-8}$ | 0.45 |

The shallow tail is strongly raised and the deep one lowered, as negative skewness suggests. Yet the ratio is larger at 2700 Å than at 2400 Å. Its logarithmic slope is $(y-a)/(b_0+ay+b_2y^2)+y/\sigma^2$. At large $y$ the first term vanishes as $1/(b_2y)$ while the second grows, so a power-law tail must overtake the Gaussian on the deep side as well. Here this happens just beyond the table: the ratio has its minimum, 0.39, near 2530 Å and passes one near 2930 Å, where the concentration is about $10^{-5}$ of the peak. The deep side is thus lowered only over a limited range of depth.

A fraction $2.9\times10^{-4}$ of the density lies above the surface, where the model has no meaning. The retained part has mean 1500.5 Å and standard deviation 298.6 Å, but skewness $-0.454$ and kurtosis 3.72. The lost part lies at least $5\sigma$ from the mean, so it contributes at least $5^4\cdot2.9\times10^{-4}\approx0.18$ to the original value $\beta=4$. A loss negligible for the dose is therefore visible in the fourth moment. These figures belong to the choice $R_p=5\sigma$. For a profile closer to the surface the effect is much larger: with the same $\gamma$ and $\beta$ and $R_p=3\sigma$, the lost fraction is $6.6\times10^{-3}$, and the retained part has skewness $-0.25$ and kurtosis 3.09, so the whole-line moments no longer describe the profile inside the target.

## What each derivation assumes

The first derivation assumes four finite moments and vanishing boundary terms, and verifies both afterwards. It does not need the shape of $f$ to find (3), so the coefficient formulas carry over to other Pearson types whose boundary terms vanish and for which $A\neq0$. Its price is the separate converse argument. Equation (7) enters only through the constant $K$.

The second derivation assumes from the start that the quadratic has no real zero, and it relies on (7) throughout. In return the moments are computed, not postulated: (9) shows which exist, here those of order below 14.2, and no converse is needed.

Both assume that the profile belongs to the Pearson family and that the surface may be ignored in defining its moments. Neither follows from ion transport. Ion energy, target structure and annealing enter only through the moments supplied, and two real profiles with the same four moments may still differ. The numerical output lists the full set of values.

## Values computed for the example and the checks

```
Mean depth Rp = 1500 angstrom
Standard deviation sigma = 300 angstrom
Skewness gamma = -0.50 (dimensionless)
Kurtosis beta = 4.00 (dimensionless)
Whole-line dose Phi = 0.10 angstrom^-2
Type IV kurtosis threshold = 3.4746 (dimensionless)
A = 19.0000 (dimensionless)
a = b1 = 55.2632 angstrom
b0 = -72236.842 angstrom^2
b2 = -0.065789 (dimensionless)
m = 7.6000 (dimensionless)
Tail power 2m = 15.2000 (dimensionless)
Moments exist below order 2m-1 = 14.2000 (dimensionless)
lambda = 420.0000 angstrom
alpha = 960.0000 angstrom
nu = 5.77500 (dimensionless)
K = 4.909829e-04 angstrom^-1
Peak depth = 1555.263 angstrom
Pearson peak concentration = 1.434385e-04 angstrom^-3
Pearson peak concentration = 1.434385e+20 cm^-3
Gaussian peak concentration = 1.329808e-04 angstrom^-3
Depth (angstrom), Pearson and Gaussian (angstrom^-3), ratio
  300  6.9425e-07  4.4610e-08  15.5627
  600  3.5491e-06  1.4773e-06  2.4024
  900  1.7493e-05  1.7997e-05  0.9720
 1200  6.7915e-05  8.0657e-05  0.8420
 1500  1.4040e-04  1.3298e-04  1.0558
 1800  8.9491e-05  8.0657e-05  1.1095
 2100  1.2947e-05  1.7997e-05  0.7194
 2400  6.1901e-07  1.4773e-06  0.4190
 2700  2.0260e-08  4.4610e-08  0.4542
Fraction above surface = 2.9143e-04 (dimensionless)
Retained dose = 0.0999709 angstrom^-2
Retained mean depth = 1500.500 angstrom
Retained standard deviation = 298.587 angstrom
Retained skewness = -0.4539 (dimensionless)
Retained kurtosis = 3.7221 (dimensionless)
Largest moment error, sigma = 1: 9.5e-10 (dimensionless)
Largest log-profile error: 2.4e-12 (dimensionless)
```
